Why the reflection mixing conductance ignores shifts of the reference plane

**Question.** The reflection amplitudes at an interface between a normal metal and a ferromagnet depend on where in the normal metal the incoming and outgoing waves are compared. Their phases can turn through many radians when this reference plane moves by a nanometre. Why does the total reflection mixing conductance, which is built from these amplitudes and depends on their phases, stay the same, even when the interface scatters electrons from one channel into another?

**Answer.** The mixing conductance contains a reflection amplitude for one spin multiplied by the complex conjugate of the amplitude for the other. A piece of clean, nonmagnetic metal with negligible spin-orbit coupling gives both spins the same extra phase, so the phase cancels in the product. What remains are the moduli of the amplitudes and the phase difference between the spins. The size of this difference is the angle through which the interface turns the reflected transverse spin; the turn about the spin-up axis is minus the phase of spin up relative to spin down.

**The setting**

Let the normal metal N fill x < 0 and the ferromagnet F fill x > 0. The spin s is up or down along the magnetization, and the interface does not flip it. F is thick enough that no transverse spin returns from its far side. N is uniform along x and has no spin splitting, so its channel n has a transverse function φ_n(y), a wave number k_n and a velocity v_n = ħk_n/m that are the same for both spins. The time factor is exp(−iEt/ħ), so exp(ik_n x) moves towards the interface.

An electron of spin s that arrives in channel m has, far from the interface, the wave function

ψ_s = φ_m exp(ik_m x)/√v_m + Σ_n r_s,nm φ_n exp(−ik_n x)/√v_n.

The factors 1/√v give every channel wave unit flux. The sum runs over propagating channels, N_ch in number. In units of e²/h, the mixing conductance is

G = Σ_nm [δ_nm − r_↑,nm r_↓,nm*] = Tr[1 − r_↑ r_↓†].

With one channel and complete reflection, r_s = exp(iθ_s) and G = 1 − exp[i(θ_↑ − θ_↓)]. The individual phases have already dropped out.

**What G measures**

Send in a spin perpendicular to the magnetization, with the components (ψ_↑, ψ_↓)/√2. The operator σ_x − iσ_y has the expectation value 2(ψ_↓*/√2)(ψ_↑/√2) = ψ_↓*ψ_↑. The corresponding current through a cross-section is

J = (ħ/2mi) ∫dy [ψ_↓* ∂ψ_↑/∂x − (∂ψ_↓*/∂x) ψ_↑].

Its real part is the current of x-spin and its imaginary part is minus the current of y-spin, in units of ħ/2 per electron.

Insert the wave function above. The transverse functions are orthonormal, so each channel n contributes separately. The bracket then has three kinds of terms:

- Incident with incident: 2ik_n δ_nm/v_n.
- Reflected with reflected: −2ik_n r_↑,nm r_↓,nm*/v_n.
- Incident with reflected: for ψ_↓* incident and ψ_↑ reflected, the two derivatives give (−ik_n) − (−ik_n) = 0. The opposite pairing gives ik_n − ik_n = 0.

The cross terms vanish because both spins have the same k_n. The prefactor is ħ/(2mi v_n) = 1/(2ik_n) once the 1/v_n is included, so

J_m = 1 − Σ_n r_↑,nm r_↓,nm*, and Σ_m J_m = G.

Thus G is the transverse spin current that enters the interface when all channels are filled equally. Near the interface there are also evanescent waves c_s,n exp(κ_n x). They add a term proportional to c_↓,n* c_↑,n (κ_n − κ_n) = 0, so they carry none of this current.

Spin pumping involves the same quantity. In a frame that rotates with a slowly precessing magnetization of angular frequency ω, the unpolarized electrons of N look like a spin accumulation ħω along the precession axis. To leading order in ω, the part of it transverse to the magnetization drives a current proportional to G.

**Moving the plane**

Place the new plane at x = −d and measure position from it, x′ = x + d. A wave that has unit flux and zero phase at the new plane is

exp(ik_m x′)/√v_m = exp(ik_m d) exp(ik_m x)/√v_m.

It is the old incident wave times exp(ik_m d). The equation is linear, so the reflected wave in channel n is multiplied by the same factor:

exp(ik_m d) r_s,nm exp(−ik_n x)/√v_n = exp(ik_m d) r_s,nm exp(ik_n d) exp(−ik_n x′)/√v_n.

The second factor comes from x = x′ − d. Reading off the new amplitude gives

r_s,nm′ = exp[i(k_n + k_m)d] r_s,nm, or r_s′ = P r_s P with P = diag[exp(ik_n d)].

The electron travels the distance d inwards in channel m and outwards in channel n. Interchannel scattering makes the two wave numbers different, but it does not make them depend on spin. Hence

r_↑,nm′ r_↓,nm′* = exp[i(k_n + k_m)d] exp[−i(k_n + k_m)d] r_↑,nm r_↓,nm* = r_↑,nm r_↓,nm*.

Every term of the sum is unchanged, diagonal or not, and so are the real and imaginary parts of G. The form P r_s P uses a metal that is uniform along x. In a crystal at fixed parallel momentum, the incoming and outgoing Bloch wave numbers need not be equal and opposite, and a shift by whole layers gives P_out r_s P_in instead. Both factors are still diagonal phases that do not depend on spin, so the cancellation is the same.

**The physical reason, and how far it reaches**

Inside the slice between the planes, both spin components obey the same Schrödinger equation with a real potential V(x,y):

∂²ψ_s/∂x² = (2m/ħ²)(V − E)ψ_s − ∂²ψ_s/∂y².

Differentiate J with respect to x. The products of first derivatives cancel, leaving ψ_↓* ∂²ψ_↑/∂x² − (∂²ψ_↓*/∂x²)ψ_↑. The terms with V − E cancel because they are the same for both spins. The terms with ∂²/∂y² cancel after integration by parts, since the waves vanish at the side walls. Therefore dJ/dx = 0: a slice in which both spins see the same potential exerts no torque. Spin-orbit coupling is excluded here. It acts differently on the two spins even in a nonmagnetic metal, and it can change G although the slice hardly reflects.

This is half of the reason. The other half is that a clean slice leaves the filling of the incident channels alone. The state normalized at the new plane is the old state times exp(ik_m d), and this common factor drops out of ψ_↓*ψ_↑.

The second half can fail while the first holds. A nonmagnetic barrier in the slice conserves J, but it reflects some of the incoming electrons before they reach the interface, and it sends some of those that return from the interface back towards it. The interface then receives a different set of waves, and G referred to a plane outside the barrier is a different number.

A slice may, however, mix channels if it does not reflect. Let the unitary matrix U describe the passage inwards and V the passage outwards, both independent of spin. Then r_s′ = V r_s U, and

Tr[r_↑′ r_↓′†] = Tr[V r_↑ U U† r_↓† V†] = Tr[r_↑ r_↓† V†V] = Tr[r_↑ r_↓†].

The steps use UU† = 1, the cyclic property of the trace and V†V = 1. Individual terms may now change, while the total does not. This form assumes that the mixing region lies beyond the reach of the interface's evanescent waves.

**A strip with six channels**

Take a free-electron strip of width W = 1.5 nm with hard walls and a Fermi energy of 7.0 eV. The transverse energies are ε_n = (ħ²/2m)(nπ/W)². The ferromagnet raises the potential by 0.5 eV for spin up and 2.5 eV for spin down. At x = 0 there is also a defect potential

w_s exp[−(y − 0.45 nm)²/(2(0.15 nm)²)] δ(x),

with w_↑ = 0.4 eV nm and w_↓ = 1.0 eV nm. Because it varies with y, it scatters between channels.

The reflection matrix follows from matching the waves. Let K and Q be the diagonal matrices of wave numbers in N and F, with positive imaginary values for evanescent modes. Let g be the matrix of the defect potential between the φ_n, multiplied by 2m/ħ². If c contains the reflected amplitudes before flux normalization, continuity makes the transmitted amplitudes t = 1 + c. The delta function makes the slope jump by g t:

iQt − iK(1 − c) = g t.

Put c = t − 1 and multiply by −i. This gives (K + Q + ig)t = 2K, so

c = 2(K + Q + ig)⁻¹K − 1, and r_nm = √(k_n/k_m) c_nm for open channels.

With 16 transverse modes this gives G = 5.456 − 0.373i. The numbers below come instead from solving the Schrödinger equation on a grid along x with step a = 0.02 nm, so that the slice can be included site by site. The grid gives 5.454 − 0.375i. The small difference is the error of the finite step, and it falls by a factor of 4.03 when the step is halved.

On the grid, k_n follows from (ħ²/ma²)(1 − cos k_n a) = E − ε_n. Six channels are open, with

k_n = 13.432, 12.927, 12.039, 10.676, 8.617 and 5.083 nm⁻¹.

Now move the plane by d = 1 nm and follow an electron that arrives in channel 3 and leaves in channel 2. Its amplitude gains the phase

(12.927 + 12.039) nm⁻¹ × 1 nm = 24.97 rad = 4 × 2π − 0.166 rad.

The phase of r_↑,23 goes from −1.930 to −2.096 rad, and that of r_↓,23 from −2.146 to −2.312 rad. Both have made almost four full turns, which is why the printed angles differ so little. The difference between the spins is 0.216 rad before and after. The grid wave numbers lie up to 0.3% above those of the continuum (13.432 against 13.392 nm⁻¹ for the first channel), so without the grid the gain is 24.90 rad and both shifted phases are about 0.06 rad lower; the difference of 0.216 rad stays the same.

The sum of r_↑,nm r_↓,nm* is 0.3085 + 0.1815i for n = m and 0.2376 + 0.1931i for n ≠ m. Interchannel scattering therefore supplies nearly half of what is subtracted from the six channels:

G = 6 − (0.3085 + 0.2376) − i(0.1815 + 0.1931) ≈ 5.454 − 0.375i.

Solving the grid again with the 1 nm slice included gives the same G, to within the rounding error of the arithmetic. With e²/h = 38.74 μS, the real part is 211 μS.

**Cases that separate the conditions**

The first four cases each change one condition and keep the same defect and the same potentials in the ferromagnet. Their numbers are grid values. In the limit of zero step the values of G move by 0.003 to 0.009 and the mixed share falls from 9.5% to 9.4%, so the last digit shown, and for the barrier the last two, belong to the grid. The fifth case looks at the evanescent waves of the original strip.

*One plane moved.* If the plane is moved by 1 nm for spin up but left in place for spin down, the formula returns 6.002 + 0.188i. The single-spin phases matter; for a general shift they cancel only when both spins use the same plane.

*Mixing without reflection.* Add to N a smooth, nonmagnetic potential (1.0 eV)(y/W − 1/2)exp[−(x − x₀)²/(2(0.8 nm)²)], centred 5 nm from the interface in a slice 10 nm long. On average it sends 9.5% of the transmitted flux into other channels. One term of the sum changes by as much as 0.030, yet G changes by only about 10⁻⁸, the same size as the slice's remaining reflection amplitude.

*A barrier.* Put a nonmagnetic barrier of 0.3 eV nm times a delta function 0.5 nm from the interface. Referred to the plane at 1 nm, G becomes 4.763 − 0.569i (4.772 − 0.569i in the limit of zero step). Its real part is 13% lower than without the barrier, although the transverse spin current is the same on both sides of the barrier. Most of the drop does not need electrons sent back to the interface: in the limit of zero step the real part falls by 0.68, and by 0.50 if that return is left out. The size depends on where the barrier stands, because waves reflected by barrier and interface interfere: in the limit of zero step the drop is 22% at 0.7 nm and 7% at 1.0 nm, and at some positions within 6 nm the real part rises instead, by up to about 0.3.

*A spin-split metal.* Lower the potential of N by 0.05 eV for spin up and raise it by 0.05 eV for spin down. The terms now gain the factor exp[i(k_n↑ + k_m↑ − k_n↓ − k_m↓)d]. The same expression for G gives 5.468 − 0.392i at the interface and 5.664 − 0.523i at 1 nm. For a small splitting Δ, the relative phase of a round trip in channel n is about 2dΔ/(ħv_n), so slow channels are affected most. In channel 6, ħv₆ = 2 × 0.0381 eV nm² × 5.083 nm⁻¹ = 0.387 eV nm, and the phase is 2 × 1 × 0.1/0.387 ≈ 0.5 rad.

*Evanescent waves.* The largest evanescent amplitude for spin up, with an incident wave of unit amplitude, falls from 0.108 at the interface to 0.0004 at 1 nm. Such amplitudes shrink instead of gaining a phase. If they were counted as channels, P would not be unitary and the cancellation would be lost.

**Beside a real interface**

The Fermi energy is roughly that of copper, and the steps are a rough free-electron stand-in for cobalt. To obtain a value per area, continue the strip and its defect uniformly along z and add the contributions of all k_z:

G/A = (1/W) ∫(dk_z/2π) G(E_F − ħ²k_z²/2m).

Evaluating this integral numerically with the matching formula gives 11.2 − 1.6i nm⁻², whose real part corresponds to 4.3 × 10¹⁴ S/m². A real part of order ten per nm² is the right rough size for such metallic interfaces; the imaginary part, 14% of the real part, belongs to this model and is larger than is usual for them. The strip has 13.3 channels per nm², against k_F²/4π = 14.6 nm⁻² for the bulk free-electron metal. The narrow strip and the line-shaped defect are not typical of a film, and the model leaves out the d bands and interface spin-orbit coupling, so the agreement in size is not a prediction for copper and cobalt.

In heavy metals such as platinum, spin-orbit coupling acts on the spin within a few nanometres, and the argument does not carry over to a slice of such a metal. For a light metal such as copper, the assumption that a real device breaks most clearly is the clean slice. With a rough room-temperature mean free path of 40 nm in copper, the round-trip path 2d k_F/k_n is 5% of a free path in the fastest of the strip's six channels and 13% in the slowest; waves that graze a wide interface travel farther still. These shares overstate the typical shift of G, because, beyond the reach of the interface's evanescent waves, only scattering that sends electrons back changes the total. In this model that reach is typically 0.2 nm, but it grows near each channel threshold: summed over k_z, the slowest-decaying evanescent wave has a decay length above 0.5 nm for 6% of the channels and above 1 nm for 1.5%. A rough estimate adds the slice as a series resistance. The free-electron conductivity per spin is (e²/h)(k_F²/4π)(4ℓ/3) for a free path ℓ, so G falls by a fraction of about (|G|/A) × 3d/(4ℓ)/(k_F²/4π) = 11.3 × 3/(160 × 14.6) ≈ 1.5%. A shift of one to two percent is therefore the size to expect. Spin relaxation matters less. A rough spin diffusion length l_sd of 300 nm corresponds to a path of 3l_sd²/ℓ ≈ 7 μm over which the spin polarization relaxes (half the path between flips, since each flip reverses the spin). The round trip 2d is 0.03% of it.

The other corrections are also below one percent. In the slowest channel, an energy difference hf at 10 GHz gives a relative phase of 2 × 10⁻⁴ rad, and the Zeeman splitting in 1 T gives 6 × 10⁻⁴ rad. Changing the energy by k_BT at 300 K changes G of the six-channel strip by 0.009, or 0.2%, and G/A by 0.4%. That is a change of G with energy, not with the plane: the cancellation holds at each energy, so it survives the thermal average.

Numerical values quoted here were computed with a short program.
